# The Tamm State at the End of a Half-Infinite Chain: a program that tests the result

```python
"""Tamm state of a half-infinite chain, tested on long finite chains.

Result under test: with site energy U on the end site, 0 elsewhere, and
neighbour matrix element t > 0, a bound end state exists only for |U| > t.
Its energy is E = U + t^2/U and its amplitude ratio per site is t/U.
Symbols: psi[n] amplitude on site n (n = 0 is the end), N number of sites.
All energies are in eV.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq


def diagonalize(hopping, end_shift, n_sites):
    site_energy = np.zeros(n_sites)
    site_energy[0] = end_shift
    return eigh_tridiagonal(site_energy, np.full(n_sites - 1, hopping))


def split_levels(hopping, end_shift, n_sites):
    """Energies and vectors of all levels outside the bulk band."""
    energy, vectors = diagonalize(hopping, end_shift, n_sites)
    outside = np.abs(energy) > 2 * abs(hopping) + 1e-10
    return energy[outside], vectors[:, outside]


def march(hopping, end_shift, energy, steps):
    """Solve the site equations outward from psi[0] = 1."""
    psi = [1.0, (energy - end_shift) / hopping]
    for _ in range(steps - 1):
        psi.append(energy * psi[-1] / hopping - psi[-2])
    return np.array(psi)


t = 2.0
N = 400
print(f"hopping t = {t:.1f} eV, band edges = {-2*t:.1f} and {2*t:.1f} eV")
print(f"sites in the diagonalized chain N = {N}")

# Bound states beyond the threshold, including the opposite hopping sign.
cases = [(t, 4.0), (t, -4.0), (t, 2.2), (-t, 4.0), (0.7, 1.9)]
for hop, U in cases:
    levels, vectors = split_levels(hop, U, N)
    assert len(levels) == 1
    psi = vectors[:, 0] * np.sign(vectors[0, 0])
    ratios = psi[1:7] / psi[:6]
    assert abs(levels[0] - (U + hop**2 / U)) < 1e-9
    assert np.allclose(ratios, hop / U, atol=1e-8)
    assert abs(psi[0]**2 - (1 - hop**2 / U**2)) < 1e-8
    distance = abs(levels[0]) - 2 * abs(hop)
    assert abs(distance - (abs(U) - abs(hop))**2 / abs(U)) < 1e-9
    print(f"hopping {hop:.1f} eV, U = {U:.1f} eV: split levels = {len(levels)}")
    print(f"  energy = {levels[0]:.5f} eV, beyond edge by {distance:.5f} eV")
    print(f"  amplitude ratio = {ratios[0]:.5f}, end weight = {psi[0]**2:.5f}")
    print(f"  amplitude decay length = {-1/np.log(abs(ratios[0])):.4f} spacings")
    if (hop, U) == (t, 4.0):
        print("  amplitudes on sites 0-4:", np.round(psi[:5], 4))
        print("  probabilities on sites 0-4:", np.round(psi[:5]**2, 4))

# At or below the threshold: no split level, and no localized band state.
for U in (1.0, -1.0, 0.0, 2.0, -2.0):
    largest = []
    for size in (N // 2, N):
        energy, vectors = diagonalize(t, U, size)
        assert np.max(np.abs(energy)) < 2 * t
        largest.append(np.max(vectors[0]**2))
    assert abs(largest[1] / largest[0] - 0.5) < 0.02
    if U == 1.0:
        print(f"U = {U:.1f} eV: highest level = {energy[-1]:.5f} eV (N = {N})")
        print(f"  largest end weight = {largest[0]:.5f} (N = {N//2}), "
              f"{largest[1]:.5f} (N = {N})")

# The formula energy for a weak shift belongs to a growing solution.
U_weak = 1.0
E_formal = U_weak + t**2 / U_weak
growing = march(t, U_weak, E_formal, 10)
assert np.allclose(growing[1:] / growing[:-1], t / U_weak)
assert growing[-1] > 100
print(f"U = {U_weak:.1f} eV: formula energy = {E_formal:.5f} eV, no bound state")
print("  marched amplitudes on sites 0-4:", np.round(growing[:5], 4))
print(f"  marched amplitude on site 10 = {growing[10]:.1f}")

# The quadratic form that excludes bound states inside the band is conserved.
for E in (-4.0, -2.7, 0.3, 1.9, 4.0, 5.0):
    psi = march(t, 0.83, E, 8)
    Q = psi[:-1]**2 + psi[1:]**2 - E / t * psi[:-1] * psi[1:]
    assert np.allclose(Q, Q[0], rtol=1e-8, atol=1e-8)


# Finite-chain threshold: shift at which the top level reaches the band edge.
def top_level_above_edge(U, n_sites):
    return diagonalize(t, U, n_sites)[0][-1] - 2 * t


for size in (25, 50, 100, 200):
    threshold = brentq(top_level_above_edge, 0.5 * t, 2 * t,
                       args=(size,), xtol=1e-12)
    assert abs(threshold - t * (1 + 1 / size)) < 1e-8
    print(f"threshold shift for N = {size}: {threshold:.5f} eV")

print("OK")
```

It prints:

```
hopping t = 2.0 eV, band edges = -4.0 and 4.0 eV
sites in the diagonalized chain N = 400
hopping 2.0 eV, U = 4.0 eV: split levels = 1
  energy = 5.00000 eV, beyond edge by 1.00000 eV
  amplitude ratio = 0.50000, end weight = 0.75000
  amplitude decay length = 1.4427 spacings
  amplitudes on sites 0-4: [0.866  0.433  0.2165 0.1083 0.0541]
  probabilities on sites 0-4: [0.75   0.1875 0.0469 0.0117 0.0029]
hopping 2.0 eV, U = -4.0 eV: split levels = 1
  energy = -5.00000 eV, beyond edge by 1.00000 eV
  amplitude ratio = -0.50000, end weight = 0.75000
  amplitude decay length = 1.4427 spacings
hopping 2.0 eV, U = 2.2 eV: split levels = 1
  energy = 4.01818 eV, beyond edge by 0.01818 eV
  amplitude ratio = 0.90909, end weight = 0.17355
  amplitude decay length = 10.4921 spacings
hopping -2.0 eV, U = 4.0 eV: split levels = 1
  energy = 5.00000 eV, beyond edge by 1.00000 eV
  amplitude ratio = -0.50000, end weight = 0.75000
  amplitude decay length = 1.4427 spacings
hopping 0.7 eV, U = 1.9 eV: split levels = 1
  energy = 2.15789 eV, beyond edge by 0.75789 eV
  amplitude ratio = 0.36842, end weight = 0.86427
  amplitude decay length = 1.0015 spacings
U = 1.0 eV: highest level = 3.99988 eV (N = 400)
  largest end weight = 0.00995 (N = 200), 0.00499 (N = 400)
U = 1.0 eV: formula energy = 5.00000 eV, no bound state
  marched amplitudes on sites 0-4: [ 1.  2.  4.  8. 16.]
  marched amplitude on site 10 = 1024.0
threshold shift for N = 25: 2.08000 eV
threshold shift for N = 50: 2.04000 eV
threshold shift for N = 100: 2.02000 eV
threshold shift for N = 200: 2.01000 eV
OK
```
